# Why helium 2p² ³P does not autoionize in LS coupling

Before computing the state $2p^2\,{}^3P$ of helium, one has to choose a method. If the state autoionizes, it is a resonance: its energy is complex, and the calculation must represent an escaping electron. If it does not, an ordinary variational diagonalization is enough, and a model of level populations needs a photon emission rate instead of an autoionization rate. For this state and its neighbour $2p^2\,{}^1D$, the two kinds of rate differ by a factor of about 7500.

## The belief and its appeal

The belief is that a state above the ionization threshold must autoionize. The energy argument behind it is sound as far as it goes. In Hartree atomic units, with nuclear charge $Z=2$ and a fixed nucleus, the ion He$^+$ has energies $-Z^2/(2n^2)$, so its $1s$ level lies at $-2$ hartree. The state $2p^2\,{}^3P$ lies near $-0.710$ hartree. If one electron fell to $1s$, the other could leave with about $1.29$ hartree of kinetic energy.

There is also a force to drive the process. The repulsion $1/r_{12}$ lets one electron drop while the other takes up the energy, and $2p^2\,{}^1D$ decays in this way in about 10 femtoseconds. The belief goes wrong in treating available energy as sufficient. The final state must also have the other conserved quantum numbers of the initial one.

## Counting the channels

Take first the non-relativistic Hamiltonian

$$
H=\sum_{i=1}^{2}\left(-\tfrac12\nabla_i^2-\frac{Z}{r_i}\right)+\frac1{r_{12}} .
$$

It commutes with total orbital angular momentum, total spin and parity $\Pi$. If $\Phi$ and $\chi$ have parities $\pi_\Phi$ and $\pi_\chi$, then

$$
0=\langle\chi|[H,\Pi]|\Phi\rangle=(\pi_\Phi-\pi_\chi)\langle\chi|H|\Phi\rangle ,
$$

so $H$ does not connect states of different parity. The same argument with $\mathbf L^2$ and $\mathbf S^2$ separates different $L$ and $S$. Since $H$ generates the time evolution, a state that starts with given $L$, $S$ and parity keeps them. This does not rest on perturbation theory.

Two electrons with orbital momenta $l_1$ and $l_2$ have parity $(-1)^{l_1+l_2}$, and their total $L$ satisfies $|l_1-l_2|\le L\le l_1+l_2$. In a channel $1s\,\varepsilon l$, where $\varepsilon$ is the energy of the free electron, one orbital momentum is zero. Therefore

$$
L=l,\qquad \text{parity}=(-1)^l=(-1)^L .
$$

This is called natural parity. The state $2p^2\,{}^3P$ has $L=1$ and parity $(-1)^{1+1}=+1$, so its parity is unnatural and no $1s\,\varepsilon l$ channel matches it.

Correlation does not change this. Even parity requires $l_1+l_2$ to be even, and $L=1$ requires $|l_1-l_2|\le1$; together they give $l_1=l_2$. The pair $l_1=l_2=0$ would give $L=0$ and drops out. The wavefunction thus contains $pp$, $dd$, $ff$ and higher pairs, but no $s$ electron. If one electron is removed, the ion is left with $l\ge1$, hence $n\ge2$. For this symmetry the continuum begins at $-Z^2/8=-0.5$ hartree, and not at $-2$.

## Locating the state

Both electrons have $l\ge1$, so each one-electron energy is at least $-0.5$ hartree. The repulsion is positive, and therefore no state of this symmetry lies below $-1$ hartree.

An upper bound comes from configuration interaction, that is, from diagonalizing $H$ in antisymmetrized orbital products. With 12 Laguerre-type radial functions for each $l$, the lowest energy is $-0.7047$ hartree with $p$ orbitals alone, $-0.7102$ with $d$ added and $-0.7104$ with $f$ added. By the variational principle, each is an upper bound to the lowest energy of this symmetry. Adding $g$ and $h$ orbitals lowers the value by a further $6\times10^{-5}$ hartree, to $-0.7105$.

The lowest state therefore lies between $-1$ and $-0.7104$ hartree. It is above the $1s$ threshold of the ion but below the threshold of its own continuum, so it is a normalizable bound state with a real energy. The continua that surround it belong to other symmetries.

This settles the choice of method, with one caution. A program that classifies orbitals by reflections alone cannot distinguish $p_xp_y$ from $s\,d_{xy}$, because both products change sign in the same way. The wanted state then appears among roots that represent $1s\,\varepsilon d$, and it must be identified by its $L$.

## What happens to the Coulomb amplitude

The cancellation can be seen directly. Let $\mathbf n_1$ and $\mathbf n_2$ be the directions of the electrons. The three terms of $2p^2$ have angular functions proportional to

$$
{}^1S:\ \mathbf n_1\!\cdot\mathbf n_2,\qquad
{}^3P:\ \mathbf e\cdot(\mathbf n_1\times\mathbf n_2),\qquad
{}^1D:\ \mathbf n_1\!\cdot Q\,\mathbf n_2 ,
$$

where $\mathbf e$ is a fixed vector and $Q$ a symmetric traceless matrix.

Suppose electron 1 ends in $1s$. Its final function has no angular dependence, so the amplitude contains an integral over $\mathbf n_1$ of the initial function times $1/r_{12}$. At fixed radii, $1/r_{12}$ depends on direction through $\mathbf n_1\cdot\mathbf n_2$ alone. Rotational symmetry about $\mathbf n_2$ then gives

$$
\int d\Omega_1\,\frac{\mathbf n_1}{r_{12}}=G(r_1,r_2)\,\mathbf n_2 ,
$$

because no other direction is available. All three angular functions are linear in $\mathbf n_1$, so the integral replaces $\mathbf n_1$ by $G\,\mathbf n_2$:

$$
{}^1S:\ G,\qquad {}^3P:\ G\,\mathbf e\cdot(\mathbf n_2\times\mathbf n_2)=0,\qquad {}^1D:\ G\,\mathbf n_2\!\cdot Q\,\mathbf n_2 .
$$

The first result is an outgoing $s$ wave and the third an outgoing $d$ wave. The second vanishes at every pair of radii. Exchanging the electron labels covers the case in which electron 2 ends in $1s$.

The effect on the widths can be computed by complex scaling. Replacing $r$ by $re^{i\theta}$ multiplies the kinetic energy by $e^{-2i\theta}$ and the Coulomb energy by $e^{-i\theta}$. Bound energies stay real. For suitable $\theta$, a resonance appears as a separate eigenvalue $E_r-i\Gamma/2$. Its probability decays as $|e^{-iEt}|^2=e^{-\Gamma t}$, so $\Gamma$ is the decay rate.

In the same type of basis, with $\theta=0.35$ rad, $2p^2\,{}^1D$ lies at $-0.7016$ hartree with $\Gamma=0.0024$ hartree, or $9.9\times10^{13}\ \mathrm{s^{-1}}$. These values use orbitals up to $f$. The singlet converges slowly in $l$, and orbitals up to $l=5$ move them to $-0.7019$ hartree and $9.8\times10^{13}\ \mathrm{s^{-1}}$. For $2p^2\,{}^3P$ the numerical width is about $2\times10^{-7}$ hartree or less. Since the exact value is zero, this is numerical error.

Unnatural parity gives no protection above $-0.5$ hartree, where $2p\,\varepsilon p$ is open. A higher ${}^3P$ state of even parity, at $-0.336$ hartree, has a width of $0.0045$ hartree.

## The photon that remains

In the electric-dipole approximation the atom couples to light through $\mathbf D=\mathbf r_1+\mathbf r_2$. In a box of volume $V$, one photon mode of frequency $\omega$ and polarization $\boldsymbol\epsilon$ has squared coupling $(2\pi\omega/V)|\boldsymbol\epsilon\cdot\mathbf D_{fi}|^2$, where $\mathbf D_{fi}=\langle f|\mathbf D|i\rangle$. The wave number is $k=\alpha\omega$, with $\alpha$ the fine-structure constant, so the number of modes per polarization is

$$
\frac{V k^2\,dk\,d\Omega}{(2\pi)^3}=\frac{V\alpha^3\omega^2\,d\omega\,d\Omega}{8\pi^3}.
$$

The golden rule multiplies coupling and mode density by $2\pi$:

$$
A=2\pi\,(2\pi\omega)\,\frac{\alpha^3\omega^2}{8\pi^3}\int d\Omega\sum_{\boldsymbol\epsilon}|\boldsymbol\epsilon\cdot\mathbf D_{fi}|^2 .
$$

The prefactor is $\alpha^3\omega^3/(2\pi)$. The two polarizations are transverse to the photon direction and so keep, on average over directions, two thirds of $|\mathbf D_{fi}|^2$. The integral is $(8\pi/3)|\mathbf D_{fi}|^2$, and

$$
A=\frac43\alpha^3\omega^3|\mathbf D_{fi}|^2 .
$$

Summed over the orientations of the final state, $|\mathbf D_{fi}|^2$ becomes $|\langle f\|\mathbf D\|i\rangle|^2/(2L_i+1)$, which defines the reduced matrix element.

The photon changes the parity, leaves $S=1$ and allows $L=0$, 1 or 2. Odd parity with $L=0$ is impossible, because $L=0$ requires $l_1=l_2$. The lowest ${}^3D$ state of odd parity is computed at $-0.559$ hartree, above the initial state. What remains is ${}^3P$ of odd parity, which includes $1s2p$.

Configuration interaction places $1s2p\,{}^3P$ at $-2.1332$ hartree. Hence $\omega=2.1332-0.7104=1.4227$ hartree, with the last digit taken from unrounded energies, and the wavelength is 32.0 nm. The reduced matrix element is $0.7555$ bohr, and with $2L_i+1=3$

$$
A=\frac43\,\alpha^3\,(1.4227)^3\,\frac{(0.7555)^2}{3}=0.73\,\alpha^3 ,
$$

which is $1.17\times10^{10}\ \mathrm{s^{-1}}$. Summing over all computed ${}^3P$ odd states below the initial one gives $1.31\times10^{10}\ \mathrm{s^{-1}}$ and a lifetime of 76 ps. The ${}^1D$ autoionization rate is larger by

$$
\frac{9.91\times10^{13}}{1.31\times10^{10}}\approx7.6\times10^3 .
$$

With the ${}^1D$ width from orbitals up to $l=5$, the ratio falls to about $7.5\times10^3$.

About 90 per cent of the emission leads to $1s2p$. Roughly 4 per cent leads to final states above the $1s$ threshold of the ion. This share is estimated from a discrete representation of the continuum: it is 3 per cent in the basis above and about 3.8 per cent once diffuse functions resolve the $1snp$ series. These have natural parity and can release an electron into $1s\,\varepsilon p$. "Decays radiatively" therefore means that a photon is emitted, and not that the atom always stays neutral.

## Where the ban weakens

Spin-dependent forces conserve the total angular momentum $J$ and parity, but not $L$ and $S$ separately. The even channels $1s\,\varepsilon s$ and $1s\,\varepsilon d$ together contain $J=0$, 1, 2 and 3, so each level ${}^3P_{0,1,2}$ then has an open channel.

For $J=2$ the size of the effect can be estimated from mixing with ${}^1D_2$. The spin-orbit energy in the nuclear field is $\zeta\,\mathbf l\cdot\mathbf s$ per electron, with $\zeta=\tfrac12\alpha^2Z\langle r^{-3}\rangle$. For $M_J=2$ the two states are the determinants $|1{\uparrow},0{\uparrow}|$ and $|1{\uparrow},1{\downarrow}|$, labelled by $m_l$ and spin. They differ in one orbital. The term $\tfrac12 l_+s_-$ of $\mathbf l\cdot\mathbf s$ connects them, and $\langle1|l_+|0\rangle=\sqrt2$, so the coupling is $\zeta/\sqrt2$ up to a sign.

The computed $\langle r^{-3}\rangle=0.218\ \mathrm{bohr^{-3}}$ gives $\zeta=1.16\times10^{-5}$ hartree. The levels are $\Delta E=0.0088$ hartree apart ($0.0086$ with orbitals up to $l=5$, which leaves the rate below essentially unchanged), and first-order perturbation theory gives the amplitude of ${}^1D_2$ in the mixed state:

$$
|c|=\frac{\zeta}{\sqrt2\,\Delta E}\approx9\times10^{-4}.
$$

This admixture can autoionize, at a rate $c^2\Gamma({}^1D)\approx9\times10^7\ \mathrm{s^{-1}}$, or 0.7 per cent of the radiative rate. The estimate leaves out the spin-orbit interaction between the electrons, their spin-spin interaction and direct coupling to the continuum, so it gives an order of magnitude. On this estimate, photon emission remains the main decay of ${}^3P_2$ in helium, although the ban on autoionization is no longer strict.
